\section*{Second-Order Valence Energy of One-Valence Atoms in Angular-Reduced Form, part 2}

An atom has a closed core and one valence electron $v$. We seek its second-order energy $E_v^{(2)}$ from the no-pair Dirac--Coulomb Hamiltonian, without the Breit interaction, in atomic units. Core orbitals are $a,b$; $m,n,x,y$ are positive-energy orbitals outside the core, including $v$. All are eigenfunctions, with energies $\varepsilon$, of the core's Dirac--Hartree--Fock (DHF) operator, with potential $u_{ij}=\sum_a\tilde g_{iaja}$. Here $g_{ijrs}$ is the real Coulomb integral and $\tilde g_{ijrs}=g_{ijrs}-g_{ijsr}$. If $x$ replaces $p$ in a determinant $\Phi$ with occupied set $O$, the perturbation $V$ gives, up to a phase,
\begin{equation}
\langle\Phi_p^x|V|\Phi\rangle
=\sum_{c\in O}\tilde g_{xcpc}-u_{xp}.
\label{single}
\end{equation}
The energy is a pair term plus a blocked-core term, the core correlation forbidden by $v$:
\begin{align}
E_v^{(2)}={}&-\sum_b\sum_{x<y}
\frac{\tilde g_{xyvb}^2}{\varepsilon_x+\varepsilon_y-\varepsilon_v-\varepsilon_b}\nonumber\\
&+\sum_{a<b}\sum_n
\frac{\tilde g_{vnab}^2}{\varepsilon_v+\varepsilon_n-\varepsilon_a-\varepsilon_b}.
\label{squares}
\end{align}
Equivalently,
\begin{align}
E_v^{(2)}={}&-\sum_{amn}
\frac{g_{mnva}\tilde g_{mnva}}{\varepsilon_m+\varepsilon_n-\varepsilon_v-\varepsilon_a}\nonumber\\
&+\sum_{abn}\frac{g_{vnab}\tilde g_{vnab}}{\varepsilon_v+\varepsilon_n-\varepsilon_a-\varepsilon_b}.
\label{magnetic}
\end{align}

An orbital has radial functions $P,Q$, magnetic number $\mu$ and angular number $\kappa$, with $j=|\kappa|-1/2$ and $l=\kappa$ for $\kappa>0$, $l=-\kappa-1$ for $\kappa<0$. Let $[x]=2x+1$, $C^k_q=\sqrt{4\pi/[k]}\,Y_{kq}$ and $\rho_{ir}=P_iP_r+Q_iQ_r$. Then
\begin{equation}
R_k(ijrs)=\int_0^\infty\!\!\int_0^\infty
\rho_{ir}(r_1)\frac{r_<^k}{r_>^{k+1}}\rho_{js}(r_2)\,dr_1dr_2.
\label{R}
\end{equation}
\begin{equation}
\langle\kappa\|C^k\|\kappa'\rangle
=(-1)^{j+1/2}\sqrt{[j][j']}
\begin{pmatrix}j&j'&k\\-\frac12&\frac12&0\end{pmatrix}
\label{reduced}
\end{equation}
when $l+l'+k$ is even, and zero otherwise. Interchanging the states multiplies it by $(-1)^{j-j'}$. The direct and coupled strengths are
\begin{align}
X_k(ijrs)&=(-1)^k\langle\kappa_i\|C^k\|\kappa_r\rangle
\langle\kappa_j\|C^k\|\kappa_s\rangle R_k(ijrs),\label{X}\\
Z_k(ijrs)&=X_k(ijrs)+\sum_l[k]
\begin{Bmatrix}j_i&j_r&k\\j_j&j_s&l\end{Bmatrix}X_l(ijsr).
\label{Z}
\end{align}
The angular tensor
\begin{align}
T_k(ijrs)={}&\sum_q(-1)^{k+q}(-1)^{j_i-\mu_i+j_j-\mu_j}\nonumber\\
&\times\begin{pmatrix}j_i&k&j_r\\-\mu_i&q&\mu_r\end{pmatrix}
\begin{pmatrix}j_j&k&j_s\\-\mu_j&-q&\mu_s\end{pmatrix}
\label{T}
\end{align}
satisfies
\begin{equation}
g_{ijrs}=\sum_k T_k(ijrs)X_k(ijrs).
\label{gX}
\end{equation}
\begin{equation}
\sum_{\mu_i\mu_j\mu_r\mu_s}T_k(ijrs)T_{k'}(ijrs)
=\frac{[k]}{[k]^2}\delta_{kk'}=\frac{\delta_{kk'}}{[k]}.
\label{orth}
\end{equation}
Still to be proved are the exchange term in \eqref{Z} and, with indices denoting subshells,
\begin{align}
E_v^{(2)}={}&-\sum_k\sum_{amn}
\frac{X_k(mnva)\,Z_k(mnva)}{[k][j_v](\varepsilon_m+\varepsilon_n-\varepsilon_v-\varepsilon_a)}\nonumber\\
&+\sum_k\sum_{abn}
\frac{X_k(vnab)\,Z_k(vnab)}{[k][j_v](\varepsilon_v+\varepsilon_n-\varepsilon_a-\varepsilon_b)}.
\label{result}
\end{align}

\subsection{Exchange and the sign of the $6j$ term}

The exchanged tensor $T_l(ijsr)$ couples $i$ with $s$ and $j$ with $r$. It is invariant under a common rotation of all four angular momenta. Every such invariant can also be formed by coupling $i,r$ to $k$, coupling $j,s$ to the same $k$, and joining the two results to zero. Each allowed $k$ occurs once. The tensors $T_k(ijrs)$ therefore span the invariant space, and \eqref{orth} gives
\begin{equation}
T_l(ijsr)=\sum_k[k]S_{kl}T_k(ijrs),\quad
S_{kl}=\sum_{\mu}T_k(ijrs)T_l(ijsr).
\label{expand}
\end{equation}
Here the sum over $\mu$ includes all four magnetic numbers.

To evaluate $S_{kl}$, write $j_i,j_j,j_r,j_s$ as $i,j,r,s$ inside angular symbols. The repeated phases again cancel, leaving
\begin{align}
S_{kl}={}&\sum_{\mu qp}(-1)^{k+l+q+p}
\begin{pmatrix}i&k&r\\-\mu_i&q&\mu_r\end{pmatrix}
\begin{pmatrix}j&k&s\\-\mu_j&-q&\mu_s\end{pmatrix}\nonumber\\
&\times\begin{pmatrix}i&l&s\\-\mu_i&p&\mu_s\end{pmatrix}
\begin{pmatrix}j&l&r\\-\mu_j&-p&\mu_r\end{pmatrix}.
\label{S}
\end{align}
The $6j$ symbol is defined by the contraction
\begin{align}
&\begin{Bmatrix}i&r&k\\j&s&l\end{Bmatrix}
=\sum_{M_1\ldots M_6}(-1)^{i+r+k+j+s+l-\sum_tM_t}\nonumber\\
&\times\begin{pmatrix}i&r&k\\-M_1&-M_2&-M_3\end{pmatrix}
\begin{pmatrix}i&s&l\\M_1&-M_5&M_6\end{pmatrix}\nonumber\\
&\times\begin{pmatrix}j&r&l\\M_4&M_2&-M_6\end{pmatrix}
\begin{pmatrix}j&s&k\\-M_4&M_5&M_3\end{pmatrix}.
\label{sixj}
\end{align}
Match the two sums by setting
\begin{equation}
(M_1,M_2,M_3,M_4,M_5,M_6)
=(\mu_i,-\mu_r,-q,\mu_j,\mu_s,-p).
\end{equation}

In the first two $3j$ symbols of \eqref{S}, exchange the last two columns. This gives
$(-1)^{i+k+r+j+k+s}=(-1)^{i+j+r+s}$. In the last two symbols, exchange the last two columns and reverse the lower row. Each operation gives the same phase, so the pair of operations leaves the value unchanged. The phase in \eqref{S} has become
\begin{equation}
(-1)^{i+j+r+s+k+l+q+p}.
\end{equation}
The phase in \eqref{sixj} is this one multiplied by
$(-1)^{-(\mu_i+\mu_j+\mu_s-\mu_r)}$. Angular momentum conservation gives $\mu_i+\mu_j=\mu_r+\mu_s$, so the exponent is $-2\mu_s$. This is an odd integer because $\mu_s$ is half an odd integer. The two contractions differ by one minus sign:
\begin{equation}
S_{kl}=-\begin{Bmatrix}j_i&j_r&k\\j_j&j_s&l\end{Bmatrix}.
\label{overlap}
\end{equation}
Thus
\begin{equation}
T_l(ijsr)=-\sum_k[k]
\begin{Bmatrix}j_i&j_r&k\\j_j&j_s&l\end{Bmatrix}T_k(ijrs).
\end{equation}
The antisymmetrized interaction contains $-g_{ijsr}$. Its minus sign cancels the recoupling sign, and \eqref{Z} follows:
\begin{equation}
\tilde g_{ijrs}=\sum_kT_k(ijrs)Z_k(ijrs).
\label{gZ}
\end{equation}

\subsection{The magnetic sum}

Multiply \eqref{gX} by \eqref{gZ} and use \eqref{orth}:
\begin{equation}
\sum_{\mu_i\mu_j\mu_r\mu_s}g_{ijrs}\tilde g_{ijrs}
=\sum_k\frac{X_k(ijrs)Z_k(ijrs)}{[k]}.
\label{sum}
\end{equation}
This includes a sum over $\mu_v$, whereas the energy refers to one value of $\mu_v$. Complete subshells are summed over in \eqref{magnetic}, and the energy gaps do not depend on magnetic numbers. The second-order operator acting within the valence subshell is therefore a rotational scalar. It is a multiple of the unit matrix. One diagonal element is the sum of all diagonal elements divided by $[j_v]$. Applying this to both terms of \eqref{magnetic} proves \eqref{result}.

\subsection{Selection rules and signs}

For $X_k(ijrs)$ to be nonzero, $j_i,j_r,k$ and $j_j,j_s,k$ must form triangles, and $l_i+l_r+k$ and $l_j+l_s+k$ must be even. In exchange, the same rules apply to $l$ with $r$ and $s$ interchanged.

For an $s_{1/2}$ valence electron, the pair term has $k=l_m$: parity permits no other value in the triangle $j_m\pm1/2$. In the blocked-core term, similarly, $k=l_a$.

The direct part of each term contains $X_k^2$ and has a definite sign when the gaps are positive. The exchange part contains products of two radial integrals that in general differ, so its sign is not fixed in this way. It cannot, however, reverse either complete term in \eqref{squares}.

\subsection{Core polarization as a limit}

Suppose that the valence electron stays outside the core. In the direct dipole part of the pair term, the radial integral factors as
\begin{equation}
R_1(mnva)\simeq\langle m|r^{-2}|v\rangle\langle n|r|a\rangle .
\end{equation}
Assume also that the important valence energy changes are small beside $\varepsilon_n-\varepsilon_a$. Neglect the core and negative-energy states missing from the sum over $m$. Closure and $\sum_q C^{1\dagger}_qC^1_q=1$ then give
\begin{equation}
\frac1{[j_v]}\sum_m\langle\kappa_m\|C^1\|\kappa_v\rangle^2
\langle m|r^{-2}|v\rangle^2\simeq\langle v|r^{-4}|v\rangle .
\end{equation}
The remaining core sum is proportional to the dipole polarizability without interaction between the core excitations,
\begin{equation}
\alpha=\frac23\sum_{an}
\frac{\langle\kappa_n\|C^1\|\kappa_a\rangle^2\langle n|r|a\rangle^2}
{\varepsilon_n-\varepsilon_a}.
\end{equation}
The prefactor $1/[1]=1/3$ in the energy equals half of $2/3$. Hence this part approaches
\begin{equation}
E_v^{(2)}\longrightarrow-\frac{\alpha}{2}\langle v|r^{-4}|v\rangle .
\end{equation}
The electron induces a core dipole and is attracted by it. The limit applies to orbitals that a centrifugal barrier keeps out of the core. Near a point nucleus $P$ and $Q$ vary as $r^{\gamma}$ with $\gamma$ slightly below $|\kappa|$, so $\langle v|r^{-4}|v\rangle$ diverges for $s_{1/2}$ and $p_{1/2}$ orbitals, and the formula cannot be used for them as it stands. A finite average is not enough: for sodium, where $\alpha=0.83$ in this uncoupled form, the formula exceeds the direct dipole term of the penetrating $3p_{3/2}$ orbital by a factor of about 300, while that term is $0.75$ of the formula for $3d_{5/2}$ and $0.98$ of it for $4f_{7/2}$. Near the core the factorization fails, and exchange and the blocked-core term also matter.

\subsection{One sodium term}

For neutral sodium the core is $1s^22s^22p^6$. The calculation uses a point nucleus, a finite Gaussian basis and partial waves through $l=5$. Take
\begin{equation}
v=3s,\quad a=2p_{3/2},\quad m=3p_{3/2},\quad n=3s.
\end{equation}
Both direct transitions are $s$--$p$, so $k=1$. The squared $3j$ symbol in \eqref{reduced} is $1/6$: the squared coupling coefficient $2/3$ of $l=1$, $\mu=1/2$ is divided by $[3/2]=4$. The squared reduced element is $2\times4/6=4/3$. The two elements in $X_1$ have opposite orders, which gives a minus sign; $(-1)^k$ gives another. Therefore
\begin{equation}
X_1=\frac43R_1=\frac43(-0.01113251)=-0.01484335
\end{equation}
hartree.

Exchange couples $3p_{3/2}$ to $2p_{3/2}$ and $3s$ to $3s$. The second pair permits $l=0$ alone. Since $C^0=1$, the reduced elements are $\sqrt4$ and $\sqrt2$, and
\begin{equation}
X_0=2\sqrt2\,R_0=2\sqrt2(0.00155567)=0.00440010
\end{equation}
hartree. The $6j$ symbol with one zero entry is
\begin{equation}
\begin{Bmatrix}\frac32&\frac12&1\\\frac12&\frac32&0\end{Bmatrix}
=\frac{(-1)^{3/2+1/2+1}}{\sqrt{4\times2}}=-0.35355339.
\end{equation}
Thus
\begin{align}
Z_1&=-0.01484335+3(-0.35355339)(0.00440010)\nonumber\\
&=-0.01951035\ \text{hartree},
\end{align}
where the last digit is the one obtained from unrounded inputs. The gap is $1.684594$ hartree, so the energy term is
\begin{equation}
-\frac{(-0.01484335)(-0.01951035)}{3\times2\times1.684594}
=-2.86517\times10^{-5}\ \text{hartree}.
\end{equation}
The last digits belong to the basis used: a denser Gaussian basis shifts $R_1$ by $6\times10^{-8}$, $R_0$ by $3\times10^{-8}$, the gap by $2\times10^{-6}$ and the term by $2\times10^{-10}$ hartree. Exchange has the same sign as the direct part in this term. The ordered pair with $m$ and $n$ interchanged is a separate term.

\subsection{The complete second-order energy}

For $3s$, the pair term has a direct part of $-0.0081476$ hartree and an exchange part of $0.0009739$ hartree. The blocked-core parts are $0.0021425$ and $-0.0007847$ hartree. Hence
\begin{align}
E_{3s}^{(2)}&=(-0.0081476+0.0009739)\nonumber\\
&\quad+(0.0021425-0.0007847)\nonumber\\
&=-0.0071737+0.0013578=-0.0058159
\end{align}
hartree. Exchange opposes the direct part in both totals, although it did not do so in the single term above.

The dipole contribution is $-0.0046390$ hartree, about 80\% of the net energy. This includes exchange and blocking, and it comes from the unfactored integrals; the polarization formula itself diverges for the penetrating $3s$ orbital.

With excited waves restricted to $l=0$, the energy is $+0.0001147$ hartree: within that restriction the positive blocked-core term exceeds the pair term in magnitude. Through $l=1,2,3,4,5$ the sums are $-0.0009343$, $-0.0050451$, $-0.0056160$, $-0.0057626$ and $-0.0058159$ hartree. The largest change comes on adding $d$ waves. They first permit the dipole pair $3s\to p$, $2p\to d$; its $k=1$ contribution, direct plus exchange, is $-0.00412$ hartree, against a step of $-0.00411$ hartree, so the other terms with $d$ waves nearly cancel.

For $l>2$ the blocked-core term adds nothing here, because $k=l_a\le1$ and the other core electron has $l_b\le1$: the triangle rule gives $j_n\le j_b+k\le\frac52$, and the only candidate with $l>2$, $f_{5/2}$ with $b=2p_{3/2}$ and $k=1$, has odd $l_n+l_b+k$. Each further wave enters through complete pair squares and cannot raise the energy. Truncation at any $l\ge2$ therefore makes the correction too small in magnitude, for fixed radial bases in the waves already included. The last step, from $l=4$ to $l=5$, is $-0.0000533$ hartree.

Adding the DHF energy gives
\begin{equation}
-0.182033-0.005816=-0.187849\ \text{hartree},
\end{equation}
or a removal energy of $5.11$ eV through second order. For $3p_{1/2}$ and $3p_{3/2}$ the corrections are $-0.001764$ and $-0.001756$ hartree, and the total energies are $-0.111254$ and $-0.111172$ hartree. These values omit third and higher orders, the Breit interaction, negative-energy contributions and the rest of the basis. Their six decimals identify this truncated calculation, and none of the three corrections is converged in the fifth decimal. At the same $l\le5$ a denser radial basis lowers the $3s$ correction by $1.1\times10^{-5}$ hartree and the $3p$ corrections by $0.3\times10^{-5}$ hartree. With waves through $l=8$ and an extrapolation of the remainder, the corrections become about $-0.00589$, $-0.00179$ and $-0.00178$ hartree for $3s$, $3p_{1/2}$ and $3p_{3/2}$; the removal energy stays at $5.11$ eV.

\subsection{Conditions for use}

The gaps must not vanish or become small beside the corresponding couplings. In the pair term, a zero gap means that the energy released by $v\to m$ equals that needed for $a\to n$. For a bound valence state of sodium, the released energy is less than $0.182033$ hartree, while the smallest core excitation gap is
\begin{equation}
-0.182033-(-1.794010)=1.611977\ \text{hartree}.
\end{equation}
The two cannot match in this DHF spectrum. In general, let $\varepsilon_0$ be the lowest orbital energy outside the core and $\varepsilon_a$ the highest core energy. Since $\varepsilon_m+\varepsilon_n\ge2\varepsilon_0$ and $\varepsilon_v+\varepsilon_a<\varepsilon_a$ for a bound valence state, a match requires $\varepsilon_a>2\varepsilon_0$: the smallest core excitation gap must be less than the binding energy $-\varepsilon_0$. This condition is necessary but not sufficient: the individual orbital energies must also match. Where a gap does become small, the nearly degenerate configurations must be diagonalized together.

If the orbitals come from a potential other than that of the closed core, the one-body terms in \eqref{single} no longer cancel, and \eqref{result} needs additional terms. An open core also invalidates the sums over complete magnetic subshells.

The numerical check compares the reduced formula with a determinant calculation in a restricted orbital set. For $3s$ both give $-0.0005013548$ hartree, and for $3p_{3/2}$ both give $-0.0001451641$ hartree at $\mu=1/2$ and at $\mu=3/2$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Nuclear charge Z = 11; speed of light = 137.035999 a.u.
Gaussian exponents: smallest 0.008 a.u., ratio 2.2
Basis functions for l=0..5: [25, 20, 15, 14, 14, 14]
Core orbital kappa=-1 no. 1: -40.826568 hartree
Core orbital kappa=-1 no. 2: -3.082403 hartree
Core orbital kappa= 1 no. 1: -1.801419 hartree
Core orbital kappa=-2 no. 1: -1.794010 hartree
Largest core single-substitution amplitude: 2.9e-15 hartree
Restricted orbital set, second-order valence energy in hartree:
  3s1/2 m=1/2: determinants -0.0005013548, formula -0.0005013548
  3p3/2 m=1/2: determinants -0.0001451641, formula -0.0001451641
  3p3/2 m=3/2: determinants -0.0001451641, formula -0.0001451641
One term: v=3s, a=2p3/2, m=3p3/2, n=3s
  R_1(mnva) = -0.01113251 hartree; R_0(mnav) = 0.00155567 hartree
  X_1(mnva) = -0.01484335 hartree; X_0(mnav) = 0.00440010 hartree
  6j symbol = -0.35355339; Z_1(mnva) = -0.01951035 hartree
  energy denominator = 1.684594 hartree
  term from formula = -2.86517e-05 hartree
  term from magnetic sum = -2.86517e-05 hartree
Sodium 3s, full basis, second-order parts in hartree:
  core-valence pair term: direct -0.0081476, exchange 0.0009739
  blocked-core term: direct 0.0021425, exchange -0.0007847
  multipole k=0: -0.0002376
  multipole k=1: -0.0046390
  multipole k=2: -0.0006269
  multipole k=3: -0.0002206
  multipole k=4: -0.0000752
  multipole k=5: -0.0000166
  excited l up to 0: 0.0001147
  excited l up to 1: -0.0009343
  excited l up to 2: -0.0050451
  excited l up to 3: -0.0056160
  excited l up to 4: -0.0057626
  excited l up to 5: -0.0058159
Valence energies in hartree:
  3s1/2: DHF -0.182033, second order -0.005816, sum -0.187849
  3p1/2: DHF -0.109490, second order -0.001764, sum -0.111254
  3p3/2: DHF -0.109416, second order -0.001756, sum -0.111172
3s removal energy through second order: 5.1116 eV
\end{verbatim}
